# How retardance in two cell windows biases ellipsometric Delta and thickness

## Question

I am stuck on an exercise about an ellipsometer that looks at a thin film through the two windows of a vacuum cell. Each window adds 0.5 degrees of retardance "along the incidence plane". The sensitivity of Delta to film thickness is 3 degrees per nanometre. I am asked for the bias in Delta and for the resulting thickness error.

I can't decide whether the two retardances add or cancel, since the light passes one window before the reflection and the other after it. I also don't see whether Psi is affected, or whether the film comes out too thick or too thin. Finally, what does "along the incidence plane" buy me? Would a slightly rotated window axis matter?

## Answer

**Conventions.** Let $p$ and $s$ denote the field components parallel and perpendicular to the plane of incidence. The ellipsometer measures

$$\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta}.$$

I use the time factor $e^{+i\omega t}$, so a wave that has travelled a distance $D$ in a medium of index $N$ carries the phase factor $e^{-2\pi iND/\lambda}$, and an absorbing medium has index $n-ik$. The sign of $r_p$ is chosen so that $r_p=-r_s$ at normal incidence. A bare transparent substrate then has $\Delta=180^\circ$ below its Brewster angle.

The word "retardance" needs a sign. For a window of thickness $D$ with indices $N_p$ and $N_s$ for the two polarizations, define $\delta$ as the phase of the transmitted $p$ field minus that of the $s$ field:

$$\delta=-\frac{2\pi D}{\lambda}N_p+\frac{2\pi D}{\lambda}N_s=\frac{2\pi D}{\lambda}(N_s-N_p).$$

It is positive when $N_p<N_s$, that is, when the fast axis lies in the plane of incidence. I read the exercise as saying that both windows have this orientation, so $\delta_1=\delta_2=+0.5^\circ$.

### The two retardances add

With the window axes along $p$ and $s$, neither window mixes the two components. Apart from a common phase, a window multiplies the $p$ field by $e^{i\delta/2}$ and the $s$ field by $e^{-i\delta/2}$. The sample multiplies them by $r_p$ and $r_s$. In the order in which the light meets them, the three elements give

$$\begin{pmatrix}e^{i\delta_2/2}&0\\0&e^{-i\delta_2/2}\end{pmatrix}
\begin{pmatrix}r_p&0\\0&r_s\end{pmatrix}
\begin{pmatrix}e^{i\delta_1/2}&0\\0&e^{-i\delta_1/2}\end{pmatrix}
=\begin{pmatrix}r_pe^{i(\delta_1+\delta_2)/2}&0\\0&r_se^{-i(\delta_1+\delta_2)/2}\end{pmatrix}.$$

The instrument takes the ratio of the diagonal elements for the sample's $\rho$:

$$\rho_{\rm meas}=\rho\,e^{i(\delta_1+\delta_2)}.$$

The modulus is unchanged, so $\Psi$ has no bias. The phase is shifted by

$$\Delta_{\rm meas}-\Delta=\delta_1+\delta_2=0.5^\circ+0.5^\circ=1.0^\circ.$$

Diagonal matrices commute, so it makes no difference that one window comes before the reflection and the other after it. Cancellation requires retardances of opposite sign: if one window had its slow axis in the plane of incidence, the sum would be $0.5^\circ-0.5^\circ=0$.

### The thickness error

Let $d$ be the true thickness and $d_{\rm app}$ the one inferred from the biased Delta. The analysis looks for the thickness at which the model reproduces the reading, $\Delta(d_{\rm app})=\Delta(d)+\delta_1+\delta_2$. Expanding the left side to first order in $d_{\rm app}-d$ gives

$$d_{\rm app}-d=\frac{\delta_1+\delta_2}{d\Delta/dd}.$$

With a sensitivity of magnitude 3 degrees per nanometre,

$$|d_{\rm app}-d|=\frac{1.0^\circ}{3^\circ/\text{nm}}=0.33\ \text{nm}.$$

That is the number the exercise wants. Its sign depends on the sign of $d\Delta/dd$, which the exercise doesn't give and which has to come from the optics of the film.

### Where the sensitivity comes from, and its sign

Take a film of permittivity $\varepsilon_f$ on a substrate of permittivity $\varepsilon_b$, with vacuum above and incidence angle $\phi$. Write $S=\sin^2\phi$ and $k_0=2\pi/\lambda$.

For either polarization, let $E$ and $H$ be the tangential fields, with $H$ scaled so that a plane wave in a medium of index $n$ has $|H|=n|E|$. For a wave travelling into the sample at angle $\theta$ to the normal, $H=\eta E$. In $s$ polarization the whole electric field is tangential and the magnetic field contributes a factor $\cos\theta$, so $\eta=n\cos\theta$. In $p$ polarization the roles are exchanged, so $\eta=n/\cos\theta$.

Inside the film there is a forward and a backward wave with normal wavenumber $q=k_0n_f\cos\theta_f$:

$$E=E_+e^{-iqz}+E_-e^{iqz},\qquad H=\eta_f\left(E_+e^{-iqz}-E_-e^{iqz}\right).$$

Differentiation gives $dE/dz=-i(q/\eta_f)H$ and $dH/dz=-iq\eta_fE$. At the substrate only the forward wave exists, so set $E=1$, $H=\eta_b$ there. Stepping back by a small thickness $d$, with $\beta=qd$, the fields at the front face are

$$E=1+i\beta\frac{\eta_b}{\eta_f},\qquad H=\eta_b+i\beta\eta_f .$$

In the vacuum, $E=E_i+E_r$ and $H=\eta_0(E_i-E_r)$. Solving for the ratio,

$$r=\frac{E_r}{E_i}=\frac{\eta_0E-H}{\eta_0E+H}.$$

For $p$ light my convention puts a minus sign in front of this, which drops out of the relative change. To first order in $\beta$,

$$\delta\ln r=i\beta\left[\frac{\eta_0\eta_b/\eta_f-\eta_f}{\eta_0-\eta_b}-\frac{\eta_0\eta_b/\eta_f+\eta_f}{\eta_0+\eta_b}\right].$$

Over the common denominator $\eta_0^2-\eta_b^2$, the numerator in the bracket becomes $2\eta_0\eta_b^2/\eta_f-2\eta_0\eta_f$. Therefore

$$\delta\ln r=2i\,\frac{\beta}{\eta_f}\,\eta_0\,\frac{\eta_b^2-\eta_f^2}{\eta_0^2-\eta_b^2}.$$

Snell's law, $n\sin\theta=\sin\phi$, gives $n^2\cos^2\theta=\varepsilon-S$ in each medium.

*For $s$:* $\beta/\eta_f=k_0d$, $\eta_0=\cos\phi$ and $\eta^2=\varepsilon-S$, so

$$\delta\ln r_s=-2ik_0d\cos\phi\,\frac{\varepsilon_b-\varepsilon_f}{\varepsilon_b-1}.$$

*For $p$:* $\beta/\eta_f=k_0d\,(\varepsilon_f-S)/\varepsilon_f$, $\eta_0=1/\cos\phi$ and $\eta^2=\varepsilon^2/(\varepsilon-S)$. The two differences factorize as

$$\eta_b^2-\eta_f^2=\frac{(\varepsilon_b-\varepsilon_f)\left[\varepsilon_b\varepsilon_f-S(\varepsilon_b+\varepsilon_f)\right]}{(\varepsilon_b-S)(\varepsilon_f-S)},$$

$$\eta_0^2-\eta_b^2=-\frac{(\varepsilon_b-1)\left[\varepsilon_b-S(\varepsilon_b+1)\right]}{(1-S)(\varepsilon_b-S)}.$$

The factors $\varepsilon_f-S$ and $\varepsilon_b-S$ cancel, and $(1-S)/\cos\phi=\cos\phi$. This leaves

$$\delta\ln r_p=-2ik_0d\cos\phi\,\frac{\varepsilon_b-\varepsilon_f}{\varepsilon_b-1}\cdot\frac{\varepsilon_b\varepsilon_f-S(\varepsilon_b+\varepsilon_f)}{\varepsilon_f[\varepsilon_b-S(\varepsilon_b+1)]}.$$

Now subtract, since $\delta\ln\rho=\delta\ln r_p-\delta\ln r_s$. The last fraction minus 1 has the numerator

$$\varepsilon_b\varepsilon_f-S\varepsilon_b-S\varepsilon_f-\varepsilon_b\varepsilon_f+S\varepsilon_b\varepsilon_f+S\varepsilon_f=S\varepsilon_b(\varepsilon_f-1).$$

With $\varepsilon_b-S(\varepsilon_b+1)=\varepsilon_b\cos^2\phi-\sin^2\phi$ and $2k_0=4\pi/\lambda$, the slope at vanishing thickness is

$$\frac{d\ln\rho}{dd}=-i\,\frac{4\pi\cos\phi}{\lambda}\,\frac{\varepsilon_b-\varepsilon_f}{\varepsilon_b-1}\,\frac{\varepsilon_f-1}{\varepsilon_f}\,\frac{\varepsilon_b\sin^2\phi}{\varepsilon_b\cos^2\phi-\sin^2\phi}.$$

Since $\ln\rho=\ln\tan\Psi+i\Delta$, the imaginary part is $d\Delta/dd$. For real permittivities with $\varepsilon_b>\varepsilon_f>1$ it is negative at oblique incidence as long as $\tan^2\phi<\varepsilon_b$, that is, below the substrate's Brewster angle. A positive Delta bias then makes a very thin film look **too thin**. Above that angle the slope and the thickness error change sign. Close to it the formula fails, because the bare $r_p$ is nearly zero and a relative expansion has nothing to stand on. When $\varepsilon_f\to1$ the film becomes optically indistinguishable from vacuum and the slope vanishes. For a fixed Delta bias the linear rule then gives an ever larger thickness error and soon stops applying. Below the Brewster angle, a positive bias larger than $\Delta(0)-\Delta(d)$ leaves no thin film that fits the reading. Once the biased reading lies above the largest Delta that the film can produce at any thickness, no thickness fits. For a very thin, nearly vacuum-like film that happens at a bias of about half the range of Delta. For a thicker film the slope can have the opposite sign, so there it has to be taken from the full film model.

### Numbers for oxide on silicon

Take 2 nm of silicon dioxide on silicon at 632.8 nm and $70^\circ$, with film index 1.457 and substrate index $3.88-0.02i$. For a hand estimate drop the small absorption: $\varepsilon_f=2.123$ and $\varepsilon_b=15.05$. The four factors are

$$0.00679\ \text{nm}^{-1}\times0.920\times0.529\times15.1=0.050\ \text{rad/nm}=2.9^\circ/\text{nm},$$

with a minus sign in front. Keeping the absorption gives $-2.867$ degrees/nm at zero thickness. The full film model gives $-2.845$ degrees/nm at 2 nm, so the exercise's 3 degrees/nm is a fair round figure for this system.

The true angles are $\Psi=10.604^\circ$ and $\Delta=173.470^\circ$. Through the two windows the readings become $\Psi=10.604^\circ$ and $\Delta=174.470^\circ$. Solving the full model for the thickness that has this Delta gives 1.649 nm, an error of $-0.351$ nm. The linear rule with the local slope agrees: $1.000/(-2.845)=-0.351$ nm. The difference from 0.333 nm comes from the rounded sensitivity. With both slow axes in the plane of incidence the bias is $-1.0^\circ$ and the film appears to be 2.352 nm thick.

Could Psi expose the fault? Its slope at 2 nm is 0.041 degrees/nm, so by the linear estimate a film thinner by 0.351 nm would have a Psi lower by only about $0.041\times0.351\approx0.014^\circ$. Unless Psi is trusted to better than that, the wrong thickness fits both angles.

### What "along the incidence plane" buys you

Let the fast axis be turned by $\theta$ from $p$, counted positive towards the direction in which the $p$ and $s$ components have equal sign. The unit vectors along the fast and slow axes are $f=(\cos\theta,\sin\theta)$ and $g=(-\sin\theta,\cos\theta)$. For small $\delta$ in radians the window matrix is $1+i(\delta/2)(ff^T-gg^T)$. Multiplying out the vectors gives

$$W=\begin{pmatrix}1+ia&ib\\ib&1-ia\end{pmatrix},\qquad a=\frac{\delta}{2}\cos2\theta,\quad b=\frac{\delta}{2}\sin2\theta .$$

Suppose that the polarizer stands at $+45^\circ$, so the input field is $(1,1)$, and that the instrument takes the output ratio $E_p/E_s$ for $\rho$.

*Entrance window.* The field reaching the sample has the ratio

$$\frac{1+ia+ib}{1-ia+ib}\approx1+2ia.$$

The mixing term $b$ drops out, because it changes both components equally. The Delta bias is $\delta\cos2\theta$, and Psi has no first-order bias.

*Exit window.* The sample delivers a field proportional to $(\rho,1)$, and after the window

$$\rho_{\rm meas}=\frac{\rho(1+ia)+ib}{1-ia+ib\rho}\approx\rho\left[1+2ia+ib\left(\frac1\rho-\rho\right)\right].$$

This requires $\delta$ to be small, and $b$ to be small compared with both $|\rho|$ and $1/|\rho|$. Inserting $\rho=\tan\Psi\,e^{i\Delta}$, and using $\cot\Psi-\tan\Psi=2\cot2\Psi$ and $\cot\Psi+\tan\Psi=2/\sin2\Psi$,

$$\frac1\rho-\rho=2\cot2\Psi\cos\Delta-\frac{2i\sin\Delta}{\sin2\Psi}.$$

The imaginary part of the relative change in $\rho$ is the Delta bias. The real part is the change in $\ln\tan\Psi$, which equals $2\,\delta\Psi/\sin2\Psi$. Hence

$$\delta\Delta=\delta\left[\cos2\theta+\sin2\theta\cot2\Psi\cos\Delta\right],\qquad \delta\Psi=\frac{\delta}{2}\sin2\theta\sin\Delta .$$

When $\Psi$ is small, $\cot2\Psi$ is large. The strong $s$ field then leaks into the weak $p$ field and disturbs its phase. Here $\cot2\Psi\cos\Delta=2.577\times(-0.9935)=-2.56$. Turning only the exit window by $+5^\circ$ changes its contribution from $0.5^\circ$ to

$$0.5^\circ\,(0.985-0.174\times2.56)=0.27^\circ.$$

The total bias is then $0.770^\circ$ and the thickness error $-0.270$ nm. A turn of $-5^\circ$ gives $1.215^\circ$ and $-0.427$ nm. So with a single polarizer setting a small rotation does matter, by roughly a quarter of the error in this example. With the polarizer at $-45^\circ$ the sample delivers $(\rho,-1)$ and the $b$ term changes sign, so the two values above trade places. An instrument that averages the readings at $+45^\circ$ and $-45^\circ$ keeps only $\delta\cos2\theta$, and the total bias is then $0.5^\circ+0.5^\circ\times0.985=0.99^\circ$ for either turn.

### Removing the bias

For aligned windows the bias $\delta_1+\delta_2$ doesn't depend on the sample. Measure a reference film of known thickness and optical constants through the same windows, subtract its expected Delta from the reading, and use the difference as the correction. This finds the sum of the retardances, not each one separately, and the sum is all you need. With a 10 nm reference oxide the corrected thickness of the 2 nm film comes out as 2.000 nm in the model.

If the exit axis is turned by $5^\circ$ either way and only the $+45^\circ$ polarizer setting is used, the correction leaves an error of about 0.014 nm, because $\cot2\Psi\cos\Delta$ differs between the two films. The correction also presumes that the window stress is the same in both measurements. To hold this contribution below 0.03 nm, the bias must be known to about $0.03\times3=0.09^\circ$.

### How this compares with a real cell

The optical constants above are rough typical values, and 2 nm is of the order of a thin native oxide. For a fused-silica window 3 mm thick, $0.5^\circ$ requires an index difference of

$$|N_s-N_p|=\frac{0.5}{360}\times\frac{632.8\ \text{nm}}{3.0\times10^6\ \text{nm}}=2.9\times10^{-7}.$$

With a rough stress-optic coefficient of $3.5\times10^{-12}$ Pa$^{-1}$, a stress difference of 84 kPa, uniform along the beam, is enough. That is a modest stress for glass, so a retardance of this size is plausible for a clamped or sealed window. Atmospheric pressure, about 100 kPa, gives a sense of scale only: it pushes on the window along the beam and doesn't by itself produce a uniform stress difference across it. Real stress need not line up with $p$ and $s$. For a single polarizer setting and a turn of $5^\circ$, this departure moves the result by about 0.08 nm, more than the others estimated here. Averaging over $\pm45^\circ$ removes most of it.

The others are smaller, each taken alone with the remaining settings fixed:

- Coherent multiple reflection inside parallel windows shifts Delta by at most $0.072^\circ$ for the pair, or 0.025 nm.
- A wedge of 1 arcmin in the entrance window deflects the beam by $0.0076^\circ$, which amounts to 0.003 nm.
- Tilting both windows by $1^\circ$ changes Psi by $0.0006^\circ$ through unequal $p$ and $s$ transmission.
- Raising the real part of the substrate index by 0.04, a rough figure for 100 K of heating, shifts Delta by $0.136^\circ$, or 0.048 nm, if the analysis keeps the cold index. It also moves Psi by about $0.3^\circ$. This is not the whole effect of heating, because $k$ grows too. A rise of $k$ by 0.005, a rough figure for the same 100 K, shifts Delta by about $-0.2^\circ$, so the net sign depends on both changes.

The values used here are listed in the numerical output below.

## Numbers as computed

```
Wavelength: 632.8 nm; incidence: 70.0 deg
Film index: 1.457; window index: 1.457
Substrate n: 3.88; k: 0.02
True film thickness: 2.000 nm
Retardance per window: 0.50 deg
Window thickness: 3.0 mm
Window birefringence needed: 2.93e-07
Rough stress-optic coefficient: 3.5e-12 1/Pa
Rough stress difference needed: 84 kPa
True Psi: 10.604 deg; true Delta: 173.470 deg
Measured Psi: 10.604 deg; Delta: 174.470 deg
Delta bias: 1.000 deg
Nominal sensitivity magnitude: 3.00 deg/nm
Thickness error magnitude, nominal: 0.333 nm
dDelta/dd, first-order formula: -2.867 deg/nm
dDelta/dd at the true thickness: -2.845 deg/nm
dPsi/dd at the true thickness: 0.0410 deg/nm
Apparent thickness, fast axes along p: 1.649 nm
Thickness error, full model: -0.351 nm
Apparent thickness, slow axes along p: 2.352 nm
Reference film thickness: 10.0 nm
Thickness after reference correction: 2.000 nm
Exit axis turned +5 deg: Delta bias 0.770 deg
  thickness error -0.270 nm
  error left after reference correction 0.0142 nm
Exit axis turned -5 deg: Delta bias 1.215 deg
  thickness error -0.427 nm
  error left after reference correction -0.0141 nm
Window surface reflectance: 0.0346
Largest coherent echo shift, both windows: 0.0717 deg
  as thickness: 0.0252 nm
Wedge 1 arcmin: beam deflection 0.0076 deg
  Delta shift -0.0084 deg
  as thickness: 0.0030 nm
Both windows tilted 1 deg: Psi shift 0.00062 deg
Substrate index +0.04 (rough, 100 K warmer):
  Delta shift 0.1358 deg
  as thickness: 0.0477 nm
```
